Threefold Density Multiplication of Lamellae on an 84 nm Guide

**The exercise**

A film of a symmetric diblock copolymer forms lamellae, alternating flat layers of block A and block B. One period consists of one A domain and one B domain. Left to itself, the film has the natural period L0 = 27 nm. It is annealed on a surface carrying parallel chemical stripes that attract block A, repeated at the guide pitch P = 84 nm. The lamellae stand upright, run parallel to the stripes, are evenly spaced and free of defects, and keep the same position relative to every stripe. This last condition is called registry.

(a) Three lamellar periods fit into each guide period. Show that the lamellae must be stretched by about 3.7 percent relative to their natural period.

(b) Why three periods, and not two or four? Find the range of guide pitches for which three is the cheapest choice.

(c) What does the stretching cost per unit area of a film 30 nm thick? Take the interfacial tension between the blocks as γ = 1 mJ/m².

**Hints**

1. For (a), the pattern must repeat itself after a distance P. Strain is the change of period divided by the period before the change.

2. For (b), two energies compete. Chains behave as entropic springs, so a wide period is costly. Interfaces cost energy in proportion to their area, so a narrow period is costly too. Write both per unit volume and use the known L0 to remove the spring constant.

3. For (c), measure the energy from its value at the natural period. The excess contains the factor (L/L0 − 1)².

**Solution**

**(a) The strain.** Let L be the period of the guided lamellae. Registry requires a whole number n of periods in each guide period:

P = nL

With n = 3,

L = P/3 = 84 nm / 3 = 28 nm

The strain relative to the natural period is

ε = (L − L0)/L0 = (28 nm − 27 nm)/(27 nm) = 1/27 = 0.037

This is 3.7 percent, and the positive sign means stretching. The misfit is 1 nm per lamellar period, or 3 nm per guide period. Dividing by the guided period of 28 nm would give 3.6 percent, which is the contraction needed to return from 28 nm to 27 nm.

The melt keeps its density while it is stretched. Each period has two interfaces, so the interface area per unit volume is 2/L, and it falls by the factor 27/28. The chains reach further along the normal to the layers, and each has less interface area to itself.

**(b) The number of periods.** The displacement between the ends of a long flexible chain is the sum of many independent steps, so its probability is Gaussian. The free energy is −kT times the logarithm of this probability and therefore grows as the square of the end-to-end distance, as long as the chain is far from fully extended. If all distances normal to the layers scale with L, the stretching energy per chain is proportional to L². The number of chains per unit volume is fixed by the density, so the stretching energy per unit volume is KL², with K a constant of the material at given temperature.

The interfaces contribute γ times their area per unit volume. Treating them as sharp, we have

f(L) = KL² + 2γ/L

The natural period minimizes f:

df/dL = 2KL − 2γ/L² = 0 at L = L0

K = γ/L0³

The second derivative, 2K + 4γ/L³, is positive, so this is a minimum. The energy there is

f0 = γL0²/L0³ + 2γ/L0 = 3γ/L0

Now let λ = L/L0. Dividing each term of f by f0 gives

KL²/f0 = (γL²/L0³)·(L0/3γ) = λ²/3

(2γ/L)/f0 = (2γ/L)·(L0/3γ) = 2/(3λ)

f/f0 = (λ² + 2/λ)/3

The unknown K has dropped out. For a registered film λ = P/(nL0). Write x = P/L0, so that λ = x/n. The states with n and n + 1 periods have equal energy when

x²/n² + 2n/x = x²/(n + 1)² + 2(n + 1)/x

Collecting the x² terms on the left and the 1/x terms on the right gives

x²·[1/n² − 1/(n + 1)²] = 2/x

The bracket equals [(n + 1)² − n²]/[n²(n + 1)²] = (2n + 1)/[n²(n + 1)²]. Multiplying by x and dividing by the bracket,

x³ = 2n²(n + 1)²/(2n + 1)

Above this value n + 1 periods are cheaper than n, and below it n periods are cheaper. The crossing value rises with n, because the bracket shrinks as n grows. Between the crossings for n = 2 and n = 3, the energy therefore falls as n increases up to three and rises beyond it. The limits of this window are

lower limit: P = L0·(72/5)^(1/3) = 65.7 nm

upper limit: P = L0·(288/7)^(1/3) = 93.2 nm

The pitch of 84 nm lies inside. The neighbouring choices show what is avoided:

n = 2: L = 42 nm, strain +55.6 percent, f/f0 − 1 = 0.235

n = 3: L = 28 nm, strain +3.7 percent, f/f0 − 1 = 0.00134

n = 4: L = 21 nm, strain −22.2 percent, f/f0 − 1 = 0.0588

This comparison holds P, γ and K fixed and leaves out the attraction of the stripes. For stripes 14 nm wide on a neutral background, that attraction cannot overturn the choice. With n = 3 an A domain is 28 nm / 2 = 14 nm wide and can cover the whole stripe, so no other n can gain more from wetting.

The window says which registered state has the lowest energy, not that an anneal will reach it. Near the edges two values of n have nearly equal energies and large strains, so a pitch inside the window is not by that fact alone a good design.

**(c) The cost.** Subtract 1 from f/f0 and put everything over a common denominator:

f/f0 − 1 = (λ³ − 3λ + 2)/(3λ) = (λ − 1)²(λ + 2)/(3λ)

The factorization can be checked by multiplying out: (λ² − 2λ + 1)(λ + 2) = λ³ − 3λ + 2. With λ = 1 + ε,

f/f0 − 1 = ε²·(1 + ε/3)/(1 + ε)

For small ε, 1/(1 + ε) ≈ 1 − ε, and the product gives

f/f0 − 1 ≈ ε² − (2/3)ε³

There is no term linear in ε because L0 is a minimum. The quadratic term gives 0.00137. The cubic term lowers this to 0.00134, which agrees with the full expression to the digits shown. At this strain the film is close to a harmonic spring.

For a film of thickness t, the energy per unit film area at the natural period is

f0·t = 3γt/L0 = 3 × 1 mJ/m² × 30 nm / 27 nm = 3.33 mJ/m²

The stretching cost is therefore

c = 0.00134 × 3.33 mJ/m² = 0.0045 mJ/m²

To compare this with thermal energy, take one guide period along 1000 nm of line, at an anneal temperature of 523 K. The cost c × 84 nm × 1000 nm is about 52 kT. The same patch with four periods would cost about 2300 kT, so thermal energy does not blur the choice between these two uniform states. Isolated defects are a separate matter, which this model does not treat.

**How far the numbers carry over to a real film**

The values are in the regime of polystyrene-block-poly(methyl methacrylate) on chemically striped silicon. The tension, thickness and anneal temperature are rough typical values. The strain depends on the difference between two nearly equal lengths, so it is sensitive to L0. An uncertainty of 0.5 nm in L0 is less than 2 percent of the period, yet it moves the strain between 1.8 percent (L0 = 27.5 nm) and 5.7 percent (L0 = 26.5 nm).

The natural period can also change with annealing conditions. From K = γ/L0³ we have L0 = (γ/K)^(1/3). If γ rises by 3 percent at fixed K, L0 becomes 27.27 nm and the strain falls to 2.7 percent. The cube root is the strong-segregation law and understates the response of a film with broad interfaces. Let χ be the Flory interaction parameter and N the chain length. In self-consistent field theory at χN of 20 to 27, the same change (γ taken proportional to √χ, N fixed) gives L0 ≈ 27.4 nm and a strain of 2.1 to 2.3 percent. Thermal expansion of the silicon matters much less. With a rough coefficient of 3 × 10⁻⁶ per kelvin, heating from 293 K to 523 K widens the pitch to 84.06 nm and raises the strain from 3.70 to 3.78 percent, with L0 held fixed.

Real interfaces are not sharp: a rough width of 5 nm is 36 percent of a 14 nm domain. Nor are the chains strongly stretched at this period, since the layer height L0/4 is only about 0.6 of a block's unperturbed end-to-end distance. The shape of the energy curve survives this. Self-consistent field theory at χN of 20 to 27 gives the same window, 65.7 to 93.2 nm, and the same ratios of the excess energies within about 1 percent. The absolute energies scale with the rough value of γ and are good only to about a factor of two. The strain in (a) does not depend on the energy model once L0 is given.

**Variation 1: how strongly must the stripes attract?**

*Suppose the film could give up registry and keep its natural period. What wetting contrast must the stripes have for registry to win?*

Over a distance s, a free film has s/L0 periods and a registered film has 3s/P. The free film is ahead by one period when

s·(1/L0 − 3/P) = 1

s = PL0/(P − 3L0) = (84 nm × 27 nm)/(3 nm) = 756 nm

This is nine guide periods. The free pattern thus drifts steadily across the stripes. Averaged over its possible lateral positions, half the stripe area lies under block A, because the two blocks have equal domain widths. In the registered film with sharp interfaces, block A covers the whole 14 nm stripe. Interfaces 5 nm wide would lower the mean A fraction over the stripe to about 0.88 and raise the contrast found below by about a third.

Let Δ be the energy per unit stripe area saved when A replaces B, and let the background between stripes be neutral. Stripes of width w occupy the fraction w/P of the surface, so registry gains, per unit film area,

g = Δ·(1 − 1/2)·(w/P) = Δw/(2P)

Setting g equal to the stretching cost c gives

Δ = 2cP/w = 2 × 0.0045 mJ/m² × 84 nm / 14 nm ≈ 0.054 mJ/m²

This is a lower bound on the contrast needed within the model. The film has other options, such as staying in registry over long stretches and slipping by one period in regions between them. Registry must beat those states as well. Within the same model such a slip spreads over about ten guide periods, and it stops paying only when Δ exceeds about 0.06 mJ/m². Since c is proportional to t, a thicker film needs a stronger contrast at fixed stripe width.

**Variation 2: can the lamellae avoid stretching by leaning over?**

*Drop the condition that the lamellae stand upright. Find the tilt at which unstretched lamellae fit the guide.*

Let x run across the stripes and z upward. Lamellae tilted by an angle θ from the vertical repeat whenever x cos θ + z sin θ grows by L0. At fixed height z, their spacing along x is therefore

Lx = L0/cos θ

Setting Lx = P/3 gives

cos θ = 3L0/P = 27/28, so θ = 15.4°

The lamellae now match the stripes at the bottom of the film with no stretching. In a film 30 nm thick their tops are displaced sideways by

t·tan θ = 8.2 nm

The condition that the lamellae stand upright is thus essential in (a): registry at the bottom surface does not by itself force a strain. Tilting changes neither the natural period nor the interface area per unit volume, so in this model it costs nothing in the interior of the film. The top and bottom surfaces must keep the lamellae upright. For this it is necessary that the full tilt cost more at the surfaces than the 0.0045 mJ/m² it would save. It is not always sufficient, because a smaller tilt combined with partial stretching may still have a lower energy than the upright state.

The escape works in one direction. Since L0/cos θ is never smaller than L0, tilting can match a guide that asks for a longer period, but not one that asks for a shorter period. For three periods of 27 nm, the dividing pitch is 3L0 = 81 nm, where the strain is zero.

The numerical output below lists the values used here with further digits.

Table of computed values

```
Guide pitch: 84.0 nm
Natural period: 27.0 nm
Pitch / natural period: 3.1111
Guided period, formula: 28.000 nm
Guided period, registry search: 28.00 nm
Misfit per lamellar period: 1.000 nm
Misfit per guide period: 3.000 nm
Strain relative to natural period: 3.704 %
Same misfit relative to guided period: 3.571 %
Random-walk cost ratio, distance doubled: 4.0050
n=2: period 42.00 nm, strain 55.56 %
n=2: relative excess energy 0.235156
n=2: cost per film area 0.78385 mJ/m2
n=2: cost per guide period of line length 9118.6 kT
n=3: period 28.00 nm, strain 3.70 %
n=3: relative excess energy 0.001339
n=3: cost per film area 0.00446 mJ/m2
n=3: cost per guide period of line length 51.9 kT
n=4: period 21.00 nm, strain -22.22 %
n=4: relative excess energy 0.058789
n=4: cost per film area 0.19596 mJ/m2
n=4: cost per guide period of line length 2279.7 kT
Quadratic estimate of excess, n=3: 0.001372
Estimate with cubic term, n=3: 0.001338
Pitch window for n=3: 65.69 to 93.21 nm
Interfacial tension (rough): 1.0 mJ/m2
Film thickness (rough): 30.0 nm
Anneal temperature (rough): 523 K
Line length for kT values: 1000 nm
Unstretched film energy per area: 3.3333 mJ/m2
Free-film slip length: 756.0 nm = 9 guide periods
Stripe width: 14.0 nm
Stripe coverage, registered: 1.000
Stripe coverage, free: 0.500
Break-even wetting contrast: 0.0536 mJ/m2
Tilt that avoids stretching: 15.36 degrees
Sideways shift at film top for that tilt: 8.24 nm
Assumed natural-period uncertainty: 0.5 nm
Strain if natural period is shorter: 5.66 %
Strain if natural period is longer: 1.82 %
Assumed tension increase: 3.0 %
Natural period after tension increase: 27.267 nm
Strain after tension increase: 2.69 %
Silicon expansion (rough): 3.0e-06 1/K from 293 K
Guide pitch at anneal temperature: 84.058 nm
Strain with expanded guide: 3.775 %
Interface width (rough): 5.0 nm
Interface width / domain width: 0.357
```
